# Trans-Bending of Double Bonds and the Half-Bond-Energy Rule

Two carbene-like fragments, such as two GeH₂ units, can join in a planar double bond or in a trans-bent one, in which the two ends tilt in opposite directions out of the plane. In the Carter-Goddard-Malrieu-Trinquier picture two energies decide between them: the sum $\Sigma\Delta$ of the fragments' singlet-triplet gaps, and the σ+π bond energy $E$. The rule that goes with this picture places the onset of bending at $\Sigma\Delta=E/2$. This problem asks what a four-orbital model says about that rule, and what the factor one half depends on.

**The model.** Each fragment, A or B, has a lone-pair orbital $n$ at energy $-\Delta/2$ and an orbital $p$ at $+\Delta/2$, with $\Delta>0$. Each brings two electrons. Orbital overlap and explicit electron repulsion are neglected until part (g).

The bond lies along $x$, and bending takes place in the $xz$ plane. Let $\sigma_A$ and $\sigma_B$ be directed orbitals pointing at each other, and $\pi_A,\pi_B$ parallel orbitals along $z$. Their couplings are

$$\langle\sigma_A|H|\sigma_B\rangle=-t_\sigma,\qquad \langle\pi_A|H|\pi_B\rangle=-t_\pi,\qquad T=t_\sigma+t_\pi,$$

with $t_\sigma,t_\pi>0$. In the planar form $n=\sigma$ and $p=\pi$. Both fragments then turn rigidly by the same angle $\theta$ about $y$, at fixed bond length.

## (a) Energy bookkeeping

**Find $\Sigma\Delta$ and $E$ in terms of $\Delta$ and $T$, and the energy needed to split the planar molecule into singlet fragments.**

A triplet fragment has one electron in each orbital and energy $-\Delta/2+\Delta/2=0$. Two separate triplets are the zero of energy. A singlet fragment has both electrons in $n$ and energy $-\Delta$. Its gap is $\Delta$, so $\Sigma\Delta=2\Delta$.

In the planar molecule the bonding levels are $-\Delta/2-t_\sigma$ (σ) and $\Delta/2-t_\pi$ (π). Filling both twice gives

$$2(-\Delta/2-t_\sigma)+2(\Delta/2-t_\pi)=-2T .$$

Hence $E=2T$, counted from triplets. This filling is the lowest one if π lies below σ*, that is, if $\Delta/2-t_\pi<-\Delta/2+t_\sigma$, or $\Delta<T$. That range is assumed from here on.

Two singlets lie at $-2\Delta$, so the planar molecule needs $E-\Sigma\Delta$ to separate into them. The fragments must first be promoted to triplets, and this cost is subtracted from the bond energy.

## (b) Electronic energy of the bent form

**Find the four-electron energy as a function of $\theta$.**

Write $c=\cos\theta$ and $s=\sin\theta$. Since $\sigma_B$ points along $-x$, the turned orbitals are

$$n_A=c\,\sigma_A+s\,\pi_A,\quad p_A=-s\,\sigma_A+c\,\pi_A,$$
$$n_B=c\,\sigma_B-s\,\pi_B,\quad p_B=s\,\sigma_B+c\,\pi_B .$$

Inserting the two couplings gives

$$a\equiv\langle n_A|H|n_B\rangle=-t_\sigma c^2+t_\pi s^2,$$
$$b\equiv\langle p_A|H|p_B\rangle=t_\sigma s^2-t_\pi c^2,$$
$$\langle n_A|H|p_B\rangle=-Tsc,\qquad \langle p_A|H|n_B\rangle=+Tsc .$$

Form $n_\pm=(n_A\pm n_B)/\sqrt2$ and $p_\pm=(p_A\pm p_B)/\sqrt2$. The opposite signs in the last line cancel the coupling of $n_+$ with $p_+$ and of $n_-$ with $p_-$. What remains are two blocks, $(n_+,p_-)$ and $(n_-,p_+)$, with off-diagonal elements $+Tsc$ and $-Tsc$. The first mixes σ with π*, the second σ* with π.

The first block has diagonal elements $-\Delta/2+a$ and $\Delta/2-b$. Their sum is $a-b=t_\pi-t_\sigma$. Their difference is $\Delta-(a+b)=\Delta+T\cos2\theta$, because $a+b=-T(c^2-s^2)$. In the second block the sum is $t_\sigma-t_\pi$ and the difference is $\Delta-T\cos2\theta$.

A 2×2 block has levels (sum)/2 ± ½√[(difference)² + 4(off-diagonal)²]. Here $4T^2s^2c^2=T^2\sin^22\theta$. With

$$A=T^2+\Delta^2,\quad B=2T\Delta,\quad y=\cos2\theta,\quad R_\pm=\sqrt{A\pm By},$$

the levels are $\tfrac12(t_\pi-t_\sigma)\pm\tfrac12R_+$ and $\tfrac12(t_\sigma-t_\pi)\pm\tfrac12R_-$.

The lower level of each block is filled. These are the two lowest of the four if $R_++R_-\ge2|t_\sigma-t_\pi|$. The sum $R_++R_-$ is even and concave in $y$, so it is smallest at $y=\pm1$, where it equals $(T+\Delta)+(T-\Delta)=2T$. The condition therefore holds. The terms in $t_\sigma-t_\pi$ cancel on adding the levels, and

$$W_{\rm el}=-R_+-R_- .$$

Only the sum $T$ of the two couplings enters.

## (c) Orbital mixing alone

**Where is the minimum of $W_{\rm el}$?**

For $\Delta=0$ we have $B=0$, and $W_{\rm el}=-2T$ at every angle. For $\Delta>0$ the concave, even function $R_++R_-$ has its maximum at $y=0$. The minimum of $W_{\rm el}$ is then at $\theta=45^\circ$, however small the gap.

In this vector model, mixing alone thus gives no finite threshold. Something must resist bending for the planar form to survive.

## (d) The onset with a resisting frame

**Add a frame energy $\nu\sin^2\theta$ with $\nu>0$. When is the planar form stable, and when is the onset at one half?**

The frame term stands for everything outside the orbital model that opposes bending. Since $\sin^2\theta=(1-y)/2$, the total energy is

$$W(y)=-R_+-R_-+\frac{\nu}{2}(1-y).$$

The functions $-R_\pm$ are convex in $y$ and the frame term is linear, so $W$ is convex and has one minimum on $-1\le y\le1$. The planar form, $y=1$, is that minimum if and only if $W'(1)\le0$. The derivative is

$$W'(y)=\frac B2\left(\frac1{R_-}-\frac1{R_+}\right)-\frac\nu2 .$$

At $y=1$, $R_\pm=T\pm\Delta$, so

$$W'(1)=T\Delta\,\frac{2\Delta}{T^2-\Delta^2}-\frac\nu2 .$$

The planar form is therefore stable when

$$\nu\ge\nu_c=\frac{4T\Delta^2}{T^2-\Delta^2}.$$

Now set $x=\Sigma\Delta/E=\Delta/T$ and $r=\nu/E=\nu/(2T)$. The condition becomes $2x^2\le r(1-x^2)$, or

$$x\le x_c=\sqrt{\frac{r}{r+2}} .$$

Setting $x_c=\tfrac12$ gives $4r=r+2$, so $r=\tfrac23$. In this model the half rule is thus a statement about the frame: its stiffness must be two thirds of the bond energy. Onsets located by diagonalizing the four-orbital matrix are 0.30, 0.50 and 0.71 for $r=0.2$, $2/3$ and $2$. In this model the onset ratio is the same for all molecules of a series only if $\nu/E$ is the same for all of them.

## (e) The bent angle

**Find the angle beyond the onset, its growth near $x=\tfrac12$ for $r=\tfrac23$, and its limit as $x\to1$.**

Let $\lambda=\nu/B$ and $m=R_+R_-$. The condition $W'(y)=0$ reads $1/R_--1/R_+=\lambda$, or $R_+-R_-=\lambda m$. Squaring, with $R_+^2+R_-^2=2A$, gives

$$\lambda^2m^2+2m-2A=0,\qquad m=\frac{\sqrt{1+2A\lambda^2}-1}{\lambda^2},$$

where the positive root is taken because $m>0$. From $m^2=A^2-B^2y^2$, and $y>0$ because $R_+>R_-$,

$$\cos2\theta=\frac{\sqrt{A^2-m^2}}{B}.$$

Just beyond the onset, a linear expansion of $W'$ about $y=1$ gives $1-y\simeq W'(1)/W''(1)$. In terms of $x$,

$$W'(1)=T\left(\frac{2x^2}{1-x^2}-r\right),$$

which rises with slope $4xT/(1-x^2)^2=32T/9$ at $x=\tfrac12$. The second derivative is

$$W''(1)=\frac{B^2}{4}\left[\frac1{(T+\Delta)^3}+\frac1{(T-\Delta)^3}\right]=\frac{T}{4}\left(\frac{8}{27}+8\right)=\frac{56T}{27}$$

at the same point, where $B=T^2$. With $1-y\simeq2\theta^2$,

$$\theta^2\simeq\frac67\left(x-\frac12\right)\qquad(\theta\ \text{in radians}).$$

The angle grows continuously, as a square root. At $x=0.55$ this estimate gives 11.9°, against 11.3° from the energy curve.

As $x\to1$ with $r=\tfrac23$, $A=B=2T^2$ and $\lambda=2/(3T)$. Then $m=\tfrac32T^2$ and $\cos2\theta=\sqrt7/4$, so $\theta\simeq24^\circ$. The frame keeps the angle well below 45°.

## (f) A digermene-like example

**Take $\Delta=1.0$ eV, $t_\sigma=1.1$ eV, $t_\pi=0.7$ eV and $r=\tfrac23$. Find the structure and compare its stabilization with $k_BT_{\rm th}$ at 700 K.**

Here $T=1.8$ eV, $E=3.6$ eV and $\nu=2.4$ eV. The ratio is $x=2.0/3.6=0.556$, just above one half, so the molecule bends. Then

$$A=3.24+1.00=4.24\ \text{eV}^2,\quad B=3.60\ \text{eV}^2,\quad \lambda=0.667\ \text{eV}^{-1},$$
$$m=\frac{\sqrt{1+2(4.24)(0.4444)}-1}{0.4444}=2.664\ \text{eV}^2,$$
$$\cos2\theta=\frac{\sqrt{4.24^2-2.664^2}}{3.60}=0.916,\qquad\theta=11.8^\circ .$$

The minimum lies at −3.615 eV, against −3.600 eV for the planar form. Bending thus gains 15 meV and raises the dissociation energy into singlets from 1.600 to 1.615 eV.

At 700 K the thermal energy is 60 meV, four times the gain. A classical average over this energy curve, with equal weight for equal intervals of $\theta$, gives a root-mean-square angle of 13.5°. On this model curve the two mirror-image minima are then not thermally distinct structures: the planar barrier between them is crossed easily. This follows from the chosen $\nu$, which places the example just past the onset, and it does not carry over to digermene itself.

## (g) What the simple orbitals leave out

**How do s character in the lone pair, overlap and electron repulsion change the criterion?**

*s character.* Let $n=u\,s_{\rm orb}+v\,\sigma$ in the planar form, with $u^2+v^2=1$. The s part does not turn with the fragment. Let the couplings between inward-pointing orbitals be $-V_{ss},-V_{sp},-V_{pp}$, and let $-V_\pi$ be the π coupling. Repeating part (b) gives

$$a=-u^2V_{ss}-2uvc\,V_{sp}-v^2c^2V_{pp}+v^2s^2V_\pi,$$
$$b=s^2V_{pp}-c^2V_\pi,$$
$$\langle p_A|H|n_B\rangle=-\langle n_A|H|p_B\rangle=C=s\,[uV_{sp}+vc(V_{pp}+V_\pi)].$$

With $S=-(a+b)$, the two blocks have differences $\Delta\pm S$ and off-diagonal elements $\pm C$, and their traces again cancel. Near the planar form the lower level of each block is filled, as before, so

$$W_{\rm el}=-\sqrt{(\Delta+S)^2+4C^2}-\sqrt{(\Delta-S)^2+4C^2}.$$

For small angles $c\simeq1-\theta^2/2$ and $s\simeq\theta$, so $S\simeq T-L\theta^2$ and $C\simeq\gamma\theta$, where now $T=S(0)$ and

$$L=uvV_{sp}+(1+v^2)(V_{pp}+V_\pi),\qquad \gamma=uV_{sp}+v(V_{pp}+V_\pi).$$

The two roots become $T\pm\Delta-L\theta^2+2\gamma^2\theta^2/(T\pm\Delta)$. Adding them and including the frame,

$$W\simeq-2T+\left[2L+\nu-\frac{4\gamma^2T}{T^2-\Delta^2}\right]\theta^2 .$$

The planar form is locally stable when the bracket is positive. The onset is where it vanishes:

$$x_c^2=1-\frac{4\gamma^2}{T(2L+\nu)},$$

provided the right side is not negative. For $u=0$, $\gamma=T$ and $L=2T$, which returns the result of part (d).

Take $u^2=\tfrac12$ and $V_{ss}=V_{sp}=V_{pp}=0.55$ eV, which keeps the planar σ coupling at 1.1 eV. Then $\gamma=1.273$ eV, $L=2.150$ eV, and for the example

$$\nu_c=\frac{4(1.620)(1.8)}{2.24}-4.300=0.907\ \text{eV},$$

compared with 3.21 eV in the vector model. If $\nu$ is held at 2.4 eV, the example becomes planar. An onset at one half now needs $\nu=0.50$ eV, or $r=0.14$. With these couplings the onset is finite even at $\nu=0$, at $x_c=\sqrt{1-6.48/7.74}=0.40$. The missing threshold of part (c) is therefore not a general result. Whether one exists without a frame depends on the couplings: if $V_{ss}$ is much smaller than $V_{sp}$ and $V_{pp}$, it can be missing at this s character too. The equal couplings above are also atypical in having $V_{pp}<V_\pi$. With the more usual order, for example $V_{ss},V_{sp},V_{pp},V_\pi=0.51,\,0.67,\,1.17,\,0.29$ eV at the same $T$, the onset at $\nu=0$ drops to about 0.05 and the critical stiffness of the example is about 2.2 eV.

*Overlap.* This correction and the next start again from the vector orbitals, with their critical stiffness of 3.21 eV. Let the overlaps be proportional to the couplings, with a planar σ overlap of 0.20, and rescale the couplings to keep $E=3.6$ eV. The critical stiffness falls to 2.44 eV, barely above the assumed 2.4 eV.

*Repulsion.* Let two electrons in one orbital repel by $U$, and let $K$ be the exchange energy on a fragment. Electrons in $n$ and $p$ repel by $U-2K$, so the triplet has energy $U-3K$. For an orbital gap $\delta$, the singlets $n^2$ and $p^2$ have energies $U\mp\delta$ and are coupled by $K$, so the lower singlet lies at $U-\sqrt{\delta^2+K^2}$. The fragment gap is

$$\Delta=\sqrt{\delta^2+K^2}-3K .$$

The four-electron problem was solved in full within the four orbitals, with $\delta$ and the couplings readjusted to hold $\Delta=1.0$ eV and $E=3.6$ eV. Repulsion between fragments was omitted, and the values of $U$ and $K$ below are illustrative: the bare integrals of GeH₂ are much larger, about 10 eV and 0.7 eV, so the trend is shown only for weak repulsion. The critical stiffness rises to 4.80 eV for $U=1.0$, $K=0.1$ eV, and to 5.58 eV for $U=2.0$, $K=0.2$ eV. At fixed $\nu$, $\Delta$ and $E$, these terms thus favour the bent form here. Most of the rise comes with the exchange energy, which requires a larger $\delta$ for the same $\Delta$: with $K=0$ the critical stiffness is only about 3.4 eV for $U=1.0$ eV and 3.3 eV for $U=2.0$ eV.

**Beside the real molecule.** GeH₂ is a fragment of germane, a precursor for germanium deposition, and 700 K is a plausible growth temperature. The gap and bond energy used here are rough values for the digermene regime. The stiffness $\nu$ was chosen to reproduce the half rule and is not a measured property. The lone pair of GeH₂ has strong s character, which the vector orbitals leave out entirely. With the illustrative parameters of part (g), the corrections, taken one at a time, give critical stiffnesses from about 0.9 to 5.6 eV, on both sides of the assumed 2.4 eV. Other parameters would give a different range. The angle of 11.8°, the 15 meV well and the thermal conclusion of part (f) are therefore properties of the model and not predictions for digermene. A density-functional estimate (B3LYP/def2-SVP, rigid bending at fixed bond length) puts the minimum near 35–45° and roughly 0.2 eV below the planar form, about three times $k_BT_{\rm th}$ at 700 K. The vector model with $r=\tfrac23$ cannot reach such angles, since it stays below about 24°. Bond-length relaxation and hydrogen-bridged isomers, also left out, could change the preferred structure. The numerical output lists the main computed values.

## Computed values

```
fragment singlet-triplet gap: 1.00 eV
sigma coupling: 1.10 eV; pi coupling: 0.70 eV
coupling sum T: 1.80 eV
gap sum: 2.00 eV
planar sigma+pi bond energy E: 3.60 eV
gap sum / E: 0.5556
frame stiffness nu: 2.400 eV; nu/E: 0.6667
threshold from matrix at nu/E=0.2000: 0.3015
threshold from matrix at nu/E=0.6667: 0.5000
threshold from matrix at nu/E=2.0000: 0.7071
bent angle at gap sum/E=0.30: 0.0 degrees
bent angle at gap sum/E=0.45: 0.0 degrees
bent angle at gap sum/E=0.55: 11.3 degrees
bent angle at gap sum/E=0.65: 17.7 degrees
bent angle at gap sum/E=0.80: 22.0 degrees
example bent angle: 11.80 degrees
example total energy at minimum: -3.61544 eV
well depth below planar: 15.44 meV
planar dissociation energy to singlets: 1.600 eV
bent dissociation energy to singlets: 1.6154 eV
critical stiffness, vector model: 3.214 eV
s weight of hybrid lone pair: 0.50
hybrid V_ss=V_sp=V_pp: 0.550 eV
hybrid gamma: 1.2728 eV; L: 2.1500 eV
hybrid local critical stiffness, example: 0.907 eV
hybrid global critical stiffness, example: 0.907 eV
hybrid stiffness for threshold one half: 0.500 eV
U=0.0 eV, K=0.0 eV: orbital gap 1.000 eV, coupling scale 1.000, critical stiffness 3.213 eV
U=1.0 eV, K=0.1 eV: orbital gap 1.296 eV, coupling scale 1.255, critical stiffness 4.795 eV
U=2.0 eV, K=0.2 eV: orbital gap 1.587 eV, coupling scale 1.462, critical stiffness 5.578 eV
sigma overlap 0.20: coupling scale 1.188, critical stiffness 2.439 eV
temperature: 700 K; kT: 60.3 meV
classical thermal rms angle: 13.5 degrees
```
